# Zeta potential from electrophoretic mobility: Smoluchowski, Hückel, or neither

## Question

Three dilute aqueous suspensions have the same measured electrophoretic mobility, $\mu=-1.2$ Å²/(V ps), where $\mu=U/E$ is the drift speed per applied field. The salt is 1:1, with $n$ ion pairs per volume.

- Sample A: radius $a=2000$ Å, $n=6\times10^{-5}$ Å⁻³.
- Sample B: $a=20$ Å, $n=6\times10^{-9}$ Å⁻³.
- Sample C: $a=1000$ Å, $n=6\times10^{-7}$ Å⁻³.

The round model parameters, roughly those of water, are relative permittivity $\varepsilon=78$, viscosity $\eta=0.0055$ eV ps/Å³ and temperature 298 K, so $kT=0.02568$ eV.

The particles are rigid, nonconducting spheres with permittivity far below that of the solvent. The fluid does not slip on them, inertia is negligible and the field is weak. The zeta potential $\zeta$ is the equilibrium potential at the no-slip surface, measured from the distant solution. Work to first order in $\zeta$. The algebra uses atomic units, with $e=4\pi\varepsilon_0=1$.

**(a)** Find the equilibrium potential $\psi(r)$ and the particle charge $Q$.

**(b)** Express the drift speed through the electric forces on particle and fluid.

**(c)** Reduce the mobility to a single integral that depends on size and salt.

**(d)** Find $\zeta$ for very thin and very thick ion clouds (the Smoluchowski and Hückel formulas), and the first correction to each limit.

**(e)** Convert the measured mobility with both formulas.

**(f)** Choose a formula for each sample, accepting an error of 5% relative to the result of (c).

**(g)** For the particle of C, which salt densities would permit each simple formula? How dilute must B be?

## Model answers

### (a) The ion cloud

Boltzmann densities give the charge density

$$\rho=n\left(e^{-\psi/kT}-e^{\psi/kT}\right)\approx-\frac{2n\psi}{kT}.$$

Poisson's equation $\nabla^2\psi=-4\pi\rho/\varepsilon$ becomes

$$\nabla^2\psi=\kappa^2\psi,\qquad \kappa^2=\frac{8\pi n}{\varepsilon kT}.$$

For a sphere this is $(r\psi)''=\kappa^2(r\psi)$. The decaying solution with $\psi(a)=\zeta$ is

$$\psi=\zeta\frac ar e^{-\kappa(r-a)},\qquad \psi'=-\zeta\frac{a(1+\kappa r)}{r^2}e^{-\kappa(r-a)}.$$

The length $1/\kappa$ is the Debye length. The cloud neutralizes the particle. Since $4\pi r^2\rho=-\varepsilon(r^2\psi')'$,

$$Q=-\int_a^\infty4\pi r^2\rho\,dr=-\varepsilon a^2\psi'(a)=\varepsilon a\zeta(1+\kappa a).$$

### (b) Drift speed

**Applied field.** No ion current enters the sphere, and its permittivity is low, so the applied field has no normal component at its surface. The potential $-Er\cos\theta\,(1+a^3/2r^3)$ satisfies Laplace's equation and this condition. With $s=a/r$,

$$E_r=E\cos\theta\,(1-s^3),\qquad E_\theta=-E\sin\theta\,(1+s^3/2).$$

The force density driving the flow is $\rho\mathbf E$. The field also distorts the cloud, but that distortion vanishes with $\zeta$. It acts together with the equilibrium field or charge, which is proportional to $\zeta$, and so does not enter at first order. For a 1:1 salt the distorted charge is of order $\zeta^2$, and the mobility first changes at order $\zeta^3$. Gradient forces are absorbed in the pressure.

**Reference flow.** Consider an uncharged sphere moving at unit speed along $\hat{\mathbf z}$, with

$$\mathbf u=\frac{3a}{4}\left(\frac{\hat{\mathbf z}}r+\frac{z\mathbf r}{r^3}\right)+\frac{a^3}{4}\nabla\frac z{r^3},\qquad p=\frac{3\eta a}{2}\frac z{r^3}.$$

Here $\nabla(z/r^3)=\hat{\mathbf z}/r^3-3z\mathbf r/r^5$, so at $r=a$ the terms in $z\mathbf r$ cancel and $\mathbf u=\hat{\mathbf z}$.

The divergences of the first two terms are proportional to $-z/r^3$ and $+z/r^3$ and cancel; the last term is the gradient of a harmonic function. For the Laplacian, write $z\mathbf r/r^3=\hat{\mathbf z}/r-\nabla(z/r)$ and use $\nabla^2(z/r)=2\partial_z(1/r)=-2z/r^3$. Then $\eta\nabla^2\mathbf u=\tfrac{3\eta a}{4}\,2\nabla(z/r^3)=\nabla p$, which is the Stokes equation. In components,

$$u_r=\cos\theta\left(\frac{3s}2-\frac{s^3}2\right),\qquad u_\theta=-\sin\theta\left(\frac{3s}4+\frac{s^3}4\right).$$

At the surface $\partial_ru_r=0$, so the normal stress is $-p=-3\eta\cos\theta/2a$. The shear stress is

$$\eta\left(\partial_ru_\theta-\frac{u_\theta}{r}+\frac{\partial_\theta u_r}{r}\right)=\frac{\eta\sin\theta}{a}\left(\frac32+1-1\right)=\frac{3\eta\sin\theta}{2a}.$$

Together they form the uniform traction $-(3\eta/2a)\hat{\mathbf z}$. Multiplication by $4\pi a^2$ gives the drag $-6\pi\eta a$.

**Reciprocal theorem.** Let $\mathbf S$ be the stress of the reference flow, and $\mathbf v,\mathbf T$ the velocity and stress of the driven flow. Then $\nabla\cdot\mathbf S=0$ and $\nabla\cdot\mathbf T=-\rho\mathbf E$. For an incompressible Newtonian fluid $\mathbf S:\nabla\mathbf v=\mathbf T:\nabla\mathbf u$, because both equal $2\eta$ times the product of the two strain rates. Hence

$$\nabla\cdot(\mathbf S\cdot\mathbf v-\mathbf T\cdot\mathbf u)=\rho\mathbf E\cdot\mathbf u.$$

Integrate over the fluid. The distant surface contributes nothing, since the products fall faster than $r^{-2}$. At the sphere the normal out of the fluid is $-\hat{\mathbf r}$, while $\mathbf v=U\hat{\mathbf z}$ and $\mathbf u=\hat{\mathbf z}$. With $F_h$ the hydrodynamic force on the charged particle,

$$6\pi\eta aU+F_h=\int\rho\mathbf E\cdot\mathbf u\,dV.$$

In steady drift $F_h$ balances the electric force on the surface charge density $q=Q/4\pi a^2$, so

$$6\pi\eta aU=\oint qE_z\,dS+\int\rho\mathbf E\cdot\mathbf u\,dV.$$

The first term pulls the particle. The second is the opposing drag of the cloud, weighted by how strongly a force at each point moves the sphere.

### (c) One integral for all sizes

The angular averages of $\cos^2\theta$ and $\sin^2\theta$ are $1/3$ and $2/3$. Therefore

$$\frac{\langle\mathbf E\cdot\mathbf u\rangle}{E}=\frac13(1-s^3)\left(\frac{3s}2-\frac{s^3}2\right)+\frac23\left(1+\frac{s^3}2\right)\left(\frac{3s}4+\frac{s^3}4\right)$$

$$=\left(\frac s2-\frac{s^3}6-\frac{s^4}2+\frac{s^6}6\right)+\left(\frac s2+\frac{s^3}6+\frac{s^4}4+\frac{s^6}{12}\right)=s-\frac{s^4}4+\frac{s^6}4\equiv g.$$

At the surface $\mathbf u=\hat{\mathbf z}$ and $g=1$, so the surface term in (b) is $QE$. Divide by $E$, insert Poisson's equation and integrate by parts:

$$6\pi\eta a\mu=Q-\varepsilon\int_a^\infty(r^2\psi')'g\,dr=Q+\varepsilon a^2\psi'(a)+\varepsilon\int_a^\infty r^2\psi'\frac{dg}{dr}\,dr.$$

The first two terms cancel by (a). Since $ds/dr=-a/r^2$, we have $r^2\,dg/dr=-aB$ with $B(s)=1-s^3+\tfrac32s^5$. Thus

$$\mu=-\frac{\varepsilon}{6\pi\eta}\int_a^\infty\psi'B\,dr=\frac{\varepsilon\zeta}{6\pi\eta}f(\kappa a).$$

Inserting $\psi'$ from (a), and changing the variable from $r$ to $s$,

$$f(x)=\int_0^1\left(1+\frac xs\right)e^{-x(1/s-1)}B(s)\,ds,\qquad x=\kappa a.$$

Size and salt enter $f$ through $x$, the radius divided by the Debye length.

### (d) The two limits

The weight $-\psi'/\zeta$ integrates to one, so $f$ is a weighted average of $B$.

**Thin cloud, $x\gg1$.** The weight lies near $s=1$, where $B=3/2$ and $dB/ds=-3+15/2=9/2$. The mean distance from the surface is $\int_a^\infty(\psi/\zeta)\,dr\approx1/\kappa$, so $s$ is lower by about $1/x$:

$$f\approx\frac32-\frac9{2x},\qquad \zeta_S=\frac{4\pi\eta\mu}{\varepsilon}\quad\text{(Smoluchowski)}.$$

A flat wall shows the mechanism. There $\eta v''=-\rho E=(\varepsilon E/4\pi)\psi''$. Two integrations, with $v=0$ at the wall and zero slopes far away, give $v=(\varepsilon E/4\pi\eta)(\psi-\zeta)$. The distant fluid moves at $-\varepsilon\zeta E/4\pi\eta$ past the wall, so in still fluid the wall moves at the opposite velocity.

**Thick cloud, $x\ll1$.** The weight in $s$ tends to one, and $f\to1-\tfrac14+\tfrac14=1$. For the correction, the term 1 in $B$ still gives exactly 1. In the other terms use $(1+x/s)e^{-x/s}\approx1-x^2/2s^2$; the region $s\lesssim x$, where this fails, contributes at order $x^4$. The leading part integrates to zero, so the remaining factor $e^x$ of the weight alters only orders above $x^2$. This leaves

$$f-1\approx-\frac{x^2}2\int_0^1\left(-s+\frac32s^3\right)ds=\frac{x^2}{16},\qquad \zeta_H=\frac{6\pi\eta\mu}{\varepsilon}\quad\text{(Hückel)}.$$

Here $Q\approx\varepsilon a\zeta$, and the particle moves as a bare charge against Stokes drag: $QE=6\pi\eta aU$.

### (e) Conversion

Restoring the charge unit inserts $e^2/4\pi\varepsilon_0=14.40$ eV Å:

$$e\zeta_S=\frac{4\pi\eta}{\varepsilon}\,\frac{e^2}{4\pi\varepsilon_0}\,\frac\mu e=-\frac{4\pi(0.0055)(14.40)(1.2)}{78}\ \text{eV}=-0.0153\ \text{eV}.$$

The division by $e$ turns Å²/(V ps) into Å²/(eV ps). Thus $\zeta_S=-15.3$ mV. The Hückel value is $3/2$ times larger: $e\zeta_H=-0.0230$ eV, or $\zeta_H=-23.0$ mV. The mobility alone cannot decide between them.

### (f) Choice

In these units

$$\frac1\kappa=\sqrt{\frac{\varepsilon kT}{8\pi n(e^2/4\pi\varepsilon_0)}}.$$

For C this is $\sqrt{78(0.02568)/[8\pi(6\times10^{-7})(14.40)]}=96.0$ Å. A hundredfold change in $n$ changes it tenfold, giving 9.60 Å for A and 960 Å for B.

From (c), $\zeta=\zeta_H/f$. The relative errors are therefore $\zeta_S/\zeta-1=2f/3-1$ and $\zeta_H/\zeta-1=f-1$. Numerical quadrature at 40 values of $x$ from 0.03 to 800 shows $f$ rising throughout. Root finding gives $f=1.05$ at $x=1.61$ and $2f/3=0.95$ at $x=51.7$. Hückel is acceptable below the first value, Smoluchowski above the second.

- **A:** $\kappa a=2000/9.60=208$. Use Smoluchowski, $\zeta=-15.3$ mV. Its magnitude is 1.4% too small, in line with the estimate $3/x$ from (d). Hückel would be 48% too large.
- **B:** $\kappa a=20/960=0.021$. Use Hückel, $\zeta=-23.0$ mV. Its error within this model is about 0.003%; Smoluchowski would be 33% too small.
- **C:** $\kappa a=1000/96.0=10.4$. Use neither. Smoluchowski is 16% too small and Hückel 26% too large. Quadrature gives $f=1.258$, so $e\zeta=-0.0230/1.258=-0.0183$ eV, or $\zeta=-18.3$ mV.

These errors measure the choice of formula, not the accuracy of the model. The ratios $|e\zeta|/kT$ are 0.60, 0.89 and 0.71, which are not very small. For C, a numerical solution of Poisson's equation with the full Boltzmann densities differs from $\psi$ in (a) by at most 0.35% of $\zeta$. That supports the equilibrium profile, but does not measure the neglected distortion of the cloud by the field. Conduction along the surface and finite ion size are also left out.

### (g) Salt, size and dilution

Solving $\kappa a=x$ for $n$ gives

$$n=\frac{\varepsilon kT}{8\pi(e^2/4\pi\varepsilon_0)}\left(\frac xa\right)^2.$$

For $a=1000$ Å, Hückel is acceptable below $1.4\times10^{-8}$ Å⁻³ and Smoluchowski above $1.5\times10^{-5}$ Å⁻³. The gap spans a factor of about a thousand in salt. At the salt density of C, the limits on radius are instead $1.61\times96.0\approx150$ Å and $51.7\times96.0\approx5000$ Å. Changing the salt may also change $\zeta$, so the mobility must then be measured again.

For B, the charge in units of $e$ is

$$\frac Qe=\frac{\varepsilon a(e\zeta)(1+\kappa a)}{e^2/4\pi\varepsilon_0}=\frac{78(20)(-0.0230)(1.021)}{14.40}\approx-2.5.$$

Each particle brings about 2.5 counterions. They equal the salt pairs in number when the particle density is $n/2.5$, which is a volume fraction

$$\phi=\frac{4\pi a^3}{3}\,\frac n{|Q/e|}\approx8\times10^{-5}.$$

The suspension must be much more dilute than this. Otherwise the counterions contribute appreciably to the screening, and $\kappa$ can no longer be found from the added salt alone. Overlap of the clouds sets a stricter limit. At this $\phi$ the spacing $(2.5/n)^{1/3}\approx750$ Å is below the Debye length of 960 Å, so no distant solution exists from which to measure $\zeta$. The sphere of volume per particle has radius $a\phi^{-1/3}$, which exceeds $1/\kappa$ only for $\phi<(\kappa a)^3\approx9\times10^{-6}$; B should lie below this. With so few charges per particle, the uniform surface charge of the model is also an idealization. Ions from other sources, such as dissolved carbon dioxide, must also be scarce compared with the salt.

Numerical values quoted here were computed with a short program.
